\section*{Static Response When a Crystal Operation Reverses the Phonon Wavevector}

\section{Operations that reverse the wavevector}

\subsection{Two atoms joined by a glide}

Consider a planar crystal with rectangular cell $a\times b$ and two equal atoms per cell, at $(x_0,0)$ and $(-x_0,b/2)$. The glide $(x,y)\to(-x,y+b/2)$ exchanges the two sublattices. Let the atoms move only out of the plane, so that each has one coordinate. Write $\phi(m,n)$ for the force constant between atom 1 in the home cell and atom 2 in cell $(ma,nb)$.

The glide carries atom 1 of the home cell to atom 2 of the home cell. It carries atom 2, at $(-x_0+ma,(n+\tfrac12)b)$, to $(x_0-ma,(n+1)b)$, which is atom 1 in cell $(-m,n+1)$. The force constant is unchanged, is symmetric in its two atoms, and depends only on their relative cell. Counted from atom 1, atom 2 now lies in cell $(m,-n-1)$, so
\begin{equation}
\phi(m,n)=\phi(m,-n-1).
\label{toy}
\end{equation}
At $q=(q_x,\pi/b)$ the coupling of the sublattices is
\begin{equation}
C_{12}(q)=\sum_{mn}\phi(m,n)e^{iq_xam}(-1)^n=0,
\label{toyzero}
\end{equation}
because the terms $n$ and $-n-1$ have equal force constants and opposite signs. For the diagonal elements, the glide gives $\phi_{22}(m,n)=\phi_{11}(-m,n)$, and exchange of the two atoms gives $\phi_{11}(-m,n)=\phi_{11}(m,-n)$. Since $(-1)^n=(-1)^{-n}$, $C_{22}=C_{11}$. The two modes are degenerate for every $q_x$. At $q_y=0$ the alternating sign is absent and (\ref{toy}) no longer cancels the coupling.

The glide sends $(q_x,\pi/b)$ to $(-q_x,\pi/b)=-q+(0,2\pi/b)$. The argument used real, symmetric force constants and nowhere time reversal. Both observations carry over to the general static case.

\subsection{Conventions and the moved displacement}

Atomic units are used, and vectors are in plain type. A crystal operation $g=\{S|f\}$ acts as $gr=Sr+f$, with $S$ orthogonal. It sends atom $t$ at $\tau_t$ to an equivalent atom $t'$, possibly in another cell:
\begin{equation}
S\tau_t+f=\tau_{t'}+R_t,\qquad Sq=-q+G,
\label{map}
\end{equation}
where $R_t$ is a lattice vector and $G$ a reciprocal-lattice vector. The displacements are
\begin{equation}
u_t(R)=e_t\,e^{iq\cdot R}.
\label{pattern}
\end{equation}
Complex patterns are superpositions of real ones, which linearity permits. The force-constant matrix $C(q)$ is defined by the induced force $F_{s\alpha}(R)=-\sum_{t\beta}C_{s\alpha,t\beta}(q)\,e_{t\beta}e^{iq\cdot R}$.

Apply $g$ to the displaced crystal. The atom $t$ of cell $R$ arrives at atom $t'$ of cell $R'=SR+R_t$, with displacement $Se_t e^{iq\cdot R}$. Substituting $R=S^{-1}(R'-R_t)$ and using $q\cdot S^{-1}R'=(Sq)\cdot R'$ gives
\begin{equation}
u'_{t'}(R')=Se_t\,e^{iSq\cdot(R'-R_t)}
=Se_t\,e^{iq\cdot R_t}\,e^{-iq\cdot R'}.
\label{moved}
\end{equation}
In the last step $G\cdot R'$ and $G\cdot R_t$ are multiples of $2\pi$. The moved pattern has wavevector $-q$ and amplitude $\Gamma e$, where
\begin{equation}
\Gamma_{t'\alpha,t\beta}=S_{\alpha\beta}\,e^{iq\cdot R_t},
\label{gamma}
\end{equation}
and other blocks vanish. $\Gamma$ is unitary: it is a permutation of atoms times orthogonal matrices and phases. The fractional translation enters through $R_t$, by (\ref{map}).

\subsection{The static rules}

Forces rotate as displacements do. Moving the pattern and then finding the force gives the same result as finding the force and then moving it, so $C(-q)\Gamma=\Gamma C(q)$, or
\begin{equation}
C(-q)=\Gamma C(q)\Gamma^\dagger .
\label{unitary}
\end{equation}
A static real displacement produces real forces. Conjugating a pattern at $q$ therefore gives the response at $-q$, that is, $C(-q)=C(q)^*$. Hence
\begin{equation}
C(q)^*=\Gamma C(q)\Gamma^\dagger .
\label{Crule}
\end{equation}
Atoms exchanged by $g$ have equal masses, so the mass factors commute with $\Gamma$ and the dynamical matrix $D=M^{-1/2}CM^{-1/2}$ obeys the same rule.

For the density, let $\delta n_{t\beta}(r)=\sum_Q\delta n_{t\beta}(Q)e^{iQ\cdot r}$, with $Q=q+G_1$, be the response to unit amplitude of coordinate $t\beta$. The moved crystal has density change $\delta n_{t\beta}(g^{-1}r)$. By (\ref{moved}) this is also the response at $-q$ to amplitude $\Gamma$, and the response at $-q$ is the conjugate of that at $q$:
\begin{equation}
\delta n_{t\beta}(g^{-1}r)=\sum_\alpha
\delta n_{t'\alpha}(r)^*\,\Gamma_{t'\alpha,t\beta}.
\label{realdensity}
\end{equation}
On the left, $Q\cdot S^{-1}(r-f)=SQ\cdot(r-f)$. On the right a component $Q'$ carries $e^{-iQ'\cdot r}$. Matching plane waves requires $Q'=-SQ$, which equals $q-G-SG_1$ and belongs to the same set. The coefficients give
\begin{equation}
\sum_\alpha\delta n_{t'\alpha}(-SQ)^*\,\Gamma_{t'\alpha,t\beta}
=e^{-iSQ\cdot f}\,\delta n_{t\beta}(Q).
\label{nrule}
\end{equation}
The density of one atom's displacement thus fixes that of its partner, and only one atom of each exchanged pair need be computed.

These rules hold for the self-consistent response if the undisturbed state has the symmetry of the ions and its linear response is unique. In a mean-field theory $\delta n=\chi_0(\delta V+K\delta n)$. When $\chi_0$ and the interaction kernel $K$ are both invariant under the operation, applying it to this equation gives the same equation for the moved perturbation. Invertibility of $1-\chi_0K$ then makes the solution obey (\ref{nrule}). A ground state that breaks $g$ spontaneously removes this premise. An unsuitable $k$ mesh can do so too: with $g$ alone, the mesh must be closed under $S$, so that the ground state keeps $g$, and also under $k\to Sk-q$, which closure under $S$ does not ensure when $q$ is not a difference of mesh points. Both static rules still hold if $g$ combined with time reversal remains a symmetry and the mesh is closed under $k\to-Sk$. These two maps are derived below.

\subsection{Where the fractional translation appears}

Many calculations put the atomic position in the phase, $u_t(R)=\tilde e_t e^{iq\cdot(R+\tau_t)}$. With the diagonal matrix $P=e^{iq\cdot\tau_t}$ one has $e=P\tilde e$ and $\tilde C=P^\dagger CP$. Since $P^*=P^\dagger$, conjugation and (\ref{Crule}) give
\begin{equation}
\tilde C^*=PC^*P^\dagger=(P\Gamma P)\,\tilde C\,(P\Gamma P)^\dagger .
\label{tilderule}
\end{equation}
The phase in $\tilde\Gamma=P\Gamma P$ is $q\cdot(\tau_{t'}+R_t+\tau_t)=q\cdot(S\tau_t+f+\tau_t)$. Applying $S^{-1}$ to the second relation of (\ref{map}) yields $S^{-1}q=-q+S^{-1}G$, so $q\cdot S\tau_t=-q\cdot\tau_t+G\cdot S\tau_t$. Replacing $S\tau_t$ by $\tau_{t'}+R_t-f$ and dropping $G\cdot R_t$ leaves
\begin{equation}
\tilde\Gamma_{t'\alpha,t\beta}
=S_{\alpha\beta}\,e^{i(q-G)\cdot f}\,e^{iG\cdot\tau_{t'}} .
\label{tildegamma}
\end{equation}
The factor containing $f$ is common to all atoms and cancels in (\ref{tilderule}). When $G\ne0$, the factors $e^{iG\cdot\tau_{t'}}$ can differ between atoms and must be kept. In the density rule (\ref{nrule}) the translation phase depends on $Q$ unless $f$ is a lattice vector, so in general it is not a common factor.

Inversion, $S=-1$, is a simple limit. It has $G=0$ for every $q$, and $\tilde\Gamma$ is $-e^{iq\cdot f}$ times the permutation of atoms. If every atom maps to an equivalent of itself under lattice translations, (\ref{tilderule}) says that $\tilde C$ is real.

\subsection{What time reversal adds}

Let a periodic vector potential $A$ act on the orbital motion, without spin-orbit coupling. Time reversal $T$ conjugates the orbitals and replaces $A$ by $-A$. The mean-field response at complex frequency $z$ is built from
\begin{equation}
\chi_{0,A}(r,r';z)=2\sum_{ij}w_{ij}(z)\,
\psi_i^*(r)\psi_j(r)\psi_j^*(r')\psi_i(r'),
\label{chi}
\end{equation}
with $w_{ij}(z)=(f_i-f_j)/(\varepsilon_i-\varepsilon_j+z)$ and thermal occupations $f_i$. At $z=0$ and equal energies, $w_{ij}$ stands for its limit $df/d\varepsilon$. Conjugating the orbitals interchanges $r$ and $r'$, while energies and occupations stay the same. Thus $\chi_{0,-A}(r,r';z)=\chi_{0,A}(r',r;z)$. A symmetric, frequency-independent kernel that is the same for $A$ and $-A$, such as the Hartree kernel, passes this reciprocity to the screened response and to the force constants. In Bloch form,
\begin{equation}
C_A(q,z)^T=C_{-A}(-q,z).
\label{onsager}
\end{equation}

Two cases must be separated. If $g$ itself preserves $A$, (\ref{unitary}) holds at each $z$. Reality of the response in time gives $C(q,z)^*=C(-q,-z^*)$, since (\ref{chi}) is the response to a drive $e^{-izt}$, and conjugating it produces $e^{iz^*t}=e^{-i(-z^*)t}$. Therefore
\begin{equation}
\Gamma C(q,z)\Gamma^\dagger=C(q,-z^*)^* .
\label{finiteg}
\end{equation}
If instead $g$ reverses $A$, so that $gT$ is the symmetry, moving the crystal gives $C_{-A}(-q,z)=\Gamma C_A(q,z)\Gamma^\dagger$. With (\ref{onsager}),
\begin{equation}
\Gamma C(q,z)\Gamma^\dagger=C(q,z)^T .
\label{finitegt}
\end{equation}
At $z=0$ the matrix $C$ is Hermitian, being the second derivative of a real free energy, so $C^T=C^*$. Both (\ref{finiteg}) and (\ref{finitegt}) then become (\ref{Crule}). Either $g$ or $gT$ is sufficient for the static rule. On the imaginary axis $-z^*=z$, and (\ref{finiteg}) also relates $C$ to itself at one frequency. At a $z$ with a nonzero real part, (\ref{finiteg}) connects two different frequencies, whereas the transpose rule (\ref{finitegt}), which follows from $gT$, still relates $C$ to itself. A nonmagnetic crystal has both symmetries.

\subsection{Reduction of the electronic mesh}

The same distinction appears when the bare response is divided among mesh points. Let $N_k$ be their number and $\Omega$ the cell area or volume, and define
\begin{align}
\rho_{ij}(Q)&=\int\psi_{ik}^*\,e^{-iQ\cdot r}\,\psi_{j,k+q}\,dr,\\
X_k(Q,Q')&=\frac{2}{N_k\Omega}\sum_{ij}w_{ij}(0)\,
\rho_{ij}(Q)\rho_{ij}(Q')^* .
\label{X}
\end{align}
Under $gT$ the orbitals become $\psi(g^{-1}r)^*$. Their wavevectors are $-Sk$ and $-S(k+q)=-Sk+q-G$, so they again form a transition from $k'$ to $k'+q$, with $k'=-Sk$. Setting $r=Sr'+f$, the new matrix element is
\begin{equation}
\rho'_{ij}(-SQ)=e^{iSQ\cdot f}\int\psi_{ik}\,e^{iQ\cdot r'}\psi_{j,k+q}^*\,dr'
=\left[e^{-iSQ\cdot f}\rho_{ij}(Q)\right]^* .
\label{rho}
\end{equation}
The static weights are real and unchanged, hence
\begin{equation}
X_{k'}(-SQ,-SQ')=\left[e^{-iS(Q-Q')\cdot f}X_k(Q,Q')\right]^* .
\label{Xrule}
\end{equation}
Under $g$ alone the wavevectors become $Sk$ and $Sk-q+G$. The moved final state must now serve as the initial one, with $k'=Sk-q$. Exchanging the two orbitals conjugates the matrix element, which reproduces (\ref{rho}), and $w_{ij}(0)=w_{ji}(0)$. So (\ref{Xrule}) holds again, with the other map:
\begin{equation}
gT:\ k'=-Sk,\qquad g:\ k'=Sk-q .
\label{kmaps}
\end{equation}
A reduced sum must supply the contribution of every omitted mesh point from a retained one by (\ref{Xrule}), applied repeatedly where the map links more than two points. A point that the map sends to itself has no omitted partner and is counted once. Multiplying a retained contribution by an orbit weight alone would omit the change of $Q$, the phase and the conjugation.

\subsection{Paired eigenvalues}

Define the antiunitary map $\Theta e=(\Gamma e)^*$, which returns a pattern at $q$ to $q$. The conjugate of $C^*\Gamma=\Gamma C$ is $C\Gamma^*=\Gamma^*C^*$, so
\begin{equation}
C\,\Theta e=C\Gamma^*e^*=\Gamma^*(Ce)^*=\Theta(Ce).
\label{commute}
\end{equation}
Thus $\Theta e$ has the same real eigenvalue as $e$. Whether it is a new vector depends on $\Theta^2=\Gamma^*\Gamma$.

Take $S^2=1$ and a primitive cell. Then $g^2$ is the lattice translation $L=f+Sf$. Applying $g$ twice to atom $t$ gives $\tau_t+L=\tau_t+R_{t'}+SR_t$, so $R_{t'}=L-SR_t$. Here $S$ is symmetric, and (\ref{map}) gives $e^{iq\cdot SR_t}=e^{iSq\cdot R_t}=e^{-iq\cdot R_t}$. The product of phases in $\Gamma^*\Gamma$ is
\begin{equation}
e^{-iq\cdot R_{t'}}e^{iq\cdot R_t}
=e^{-iq\cdot L}e^{-iq\cdot R_t}e^{iq\cdot R_t}=e^{-iq\cdot L}.
\label{square}
\end{equation}
Since $SL=L$, also $q\cdot L=Sq\cdot L=-q\cdot L+G\cdot L$. Therefore
\begin{equation}
\Theta^2=e^{-iG\cdot(f+Sf)/2}=\pm1 .
\label{sign}
\end{equation}
For $S^2=1$, the value $-1$ requires both a nonzero $G$ and a nonzero $f+Sf$. For other $S$ this need not hold: an atom on a fourfold axis has $\Theta^2=S^2=-1$ for in-plane displacements at $q=0$ with $f=0$.

An antiunitary map satisfies $\langle\Theta a,\Theta b\rangle=\langle b,a\rangle$. With $a=e$, $b=\Theta e$ and $\Theta^2=-1$ this reads $-\langle\Theta e,e\rangle=\langle\Theta e,e\rangle$. The vectors are orthogonal and every eigenvalue of the static $C$ is at least doubly degenerate. At a real frequency $\omega\ne0$ away from poles, $C$ is Hermitian and (\ref{finitegt}) has the form of (\ref{Crule}), so $gT$ keeps the pairing. With $g$ alone, (\ref{finiteg}) only relates $\omega$ to $-\omega$, and the pairs can split. In a basis $\{e_i,\Theta e_i\}$ of dimension $n=2m$, (\ref{commute}) and Hermiticity give
\begin{equation}
C=\begin{pmatrix}H&B\\-B^*&H^*\end{pmatrix},\qquad
H^\dagger=H,\quad B^T=-B .
\label{blocks}
\end{equation}
The number of real parameters is $m^2+m(m-1)=n(n-1)/2$. For $\Theta^2=+1$ one can choose basis vectors with $\Theta e=e$. In that basis $C$ is real and symmetric, with $n(n+1)/2$ parameters, and no pairing is forced.

\subsection{A glide with two pairs of ions}

The model crystal has $a=4$ and $b=5$~\AA, the glide of the opening example, and in-plane displacements. Ions A1 and B1 sit at fractions $(0.15,0.10)$ and $(0.35,0.25)$; their partners A2 and B2 sit at $(0.85,0.60)$ and $(0.65,0.75)$. Each ion is a Gaussian charge of one unit, of width $0.4$~\AA\ for A and $0.6$~\AA\ for B. The four electrons per cell are treated in the Hartree approximation at $kT=0.5$~eV, with an 80~eV plane-wave cutoff and a $3\times2$ mesh. Exchange and correlation are left out, and neither cutoff nor mesh is claimed to be converged. The symmetry relations hold within this finite model because its basis and mesh respect them.

Forces with Cartesian components of up to $1.63$~eV/\AA\ are needed to hold the ions. The eigenvalues of $C$ are therefore curvatures of the free energy at a chosen configuration, not squared phonon frequencies. Negative values are no contradiction.

At $q_1=(1/3,1/2)$ in reciprocal-lattice units, $G=(0,1)$ and $f+Sf=(0,b)$, so (\ref{sign}) gives $e^{-i\pi}=-1$. The eight curvatures form four pairs,
\begin{equation}
-3.8475,\quad -0.033,\quad 1.204,\quad 8.022\quad
\text{eV/\AA}^2 ,
\end{equation}
each occurring twice. The lowest is $-0.0396$ hartree/bohr$^2$. The digits belong to this mesh and cutoff. A $9\times6$ mesh moves the second pair to $-0.004$ and a 160~eV cutoff moves it to $-0.048$, so its sign is not established, and the other pairs shift by up to $0.06$~eV/\AA$^2$. At $q_2=(1/3,0)$ the same glide has $G=0$ and $\Theta^2=+1$. The eight values are then distinct, the closest two being $0.062$~eV/\AA$^2$ apart. The 64 real parameters of a Hermitian $8\times8$ matrix reduce to $8\cdot7/2=28$ at $q_1$ and $8\cdot9/2=36$ at $q_2$.

The lattice shifts in (\ref{map}) are $R_{A1}=(-1,0)$ and $R_{A2}=(-1,1)$ cells. The $A2x,A1x$ element of (\ref{Crule}), with Hermiticity on the left, is
\begin{equation}
C_{A1x,A2x}=e^{iq\cdot(R_{A1}-R_{A2})}C_{A1x,A2x}.
\label{element}
\end{equation}
At $q_1$ the phase is $e^{-i\pi}=-1$ and the element must vanish, as in (\ref{toyzero}). At $q_2$ the phase is one, and the computed element is $-0.040+0.072i$~eV/\AA$^2$.

For the density take $Q=q_1$ and an $x$ displacement of A1. The computed coefficient is $-0.01184-0.01720i$~\AA$^{-3}$. Here $SQ\cdot f=(\pi/b)(b/2)=\pi/2$, so the translation phase is $-i$, and $\Gamma_{A2x,A1x}=-e^{-2\pi i/3}=0.5+0.866i$. Equation (\ref{nrule}) predicts
\begin{equation}
\delta n_{A2x}(-SQ)=
\left[\frac{-i(-0.01184-0.01720i)}{0.5+0.866i}\right]^*
=0.0017-0.0208i\ \text{\AA}^{-3}.
\end{equation}
A self-consistent supercell in which A2 was displaced gives the same value to these digits. Its finite differences make no use of (\ref{chi}). For the two displacements tested, forces and densities agree with linear response to within $7\times10^{-6}$ of the largest element compared.

Leaving out the translation phase in (\ref{nrule}) gives an error of $1.41$ times the largest element. This is $\sqrt2$, because every $Q$ in this set has $Q_y$ equal to an odd multiple of $\pi/b$. Its phase is then $\pm i$, and $|1\mp i|=\sqrt2$.

On the $3\times2$ mesh, $-Sk$ is equivalent to $k$, so that map constrains each $X_k$ without reducing their number. The map $Sk-q_1$ joins the six points into three pairs, and three contributions suffice.

Vector potentials that preserve $g$ alone or $gT$ alone test the two roles of symmetry. The static rule holds in both cases. At $z=5+0.5i$~eV, with $g$ alone (\ref{finiteg}) holds, while the transpose rule fails by $0.75$ of the largest matrix element. With $gT$ alone (\ref{finitegt}) holds and (\ref{finiteg}) fails by $0.73$. The two maps in (\ref{kmaps}) separate in the same way. When the field preserves neither symmetry, the static rule also fails, by $0.43$. The numerical output lists these comparisons.

\section*{Computed values}
\begin{verbatim}
cell a, b (angstrom): [4. 5.]
ion fractions A1 A2 B1 B2: [[0.15, 0.1], [0.85, 0.6], [0.35, 0.25], [0.65, 0.75]]
ion charge (e): 1.0  electrons per cell: 4.0
Gaussian widths A, B (angstrom): [0.4 0.6]
plane-wave cutoff 80.0 eV, kT 0.50 eV
k mesh: [3 2]  supercell plane waves: 199
largest holding force 1.6287 eV/angstrom
q1, q2 (reciprocal-lattice units): [0.3333 0.5   ] [0.3333 0.    ]
G for q1 (reciprocal-lattice units): [0. 1.]
images of A1 A2 B1 B2 (index from 0): [1, 0, 3, 2]
lattice shifts R_t (cells): [[-1, 0], [-1, 1], [-1, 0], [-1, 1]]
Theta squared at q1, q2: [-1.  1.]
real parameters: Hermitian, q1, q2: 64 28 36
curvatures at q1 (eV/angstrom^2):
   -3.84750 -3.84750 -0.03335 -0.03335 1.20414 1.20414 8.02187 8.02187
curvatures at q2 (eV/angstrom^2):
   -3.94412 -3.70672 0.29810 0.35971 0.75486 1.01796 7.68451 8.40577
largest pair splitting at q1 8.0e-14 eV/angstrom^2
smallest spacing at q2 0.06161 eV/angstrom^2
lowest pair at q1 -0.039594 hartree/bohr^2
C elements (eV/angstrom^2):
  q1 A1x,A2x magnitude: 2.1e-15
  q2 A1x,A2x: -0.03991 +0.07187i
  q1 A1x,B1x: -0.97924 -0.01898i
  q1 A2x,B2x: -0.97924 +0.01898i
induced density per x displacement (angstrom^-3), Q=q1:
  A1 at Q: -0.01184 -0.01720i
  phase exp(-iSQ.f): +0.00000 -1.00000i
  factor Gam[A2x,A1x]: +0.50000 +0.86603i
  A2 at -SQ, predicted: +0.00165 -0.02082i
  A2 at -SQ, supercell: +0.00165 -0.02082i
density rule error 2.4e-15, phase omitted 1.414 (relative)
position convention error 4.8e-14, phases omitted 0.903 (relative)
displacement step 0.0030 angstrom
supercell vs response: forces 6.1e-06, density 6.7e-06 (relative)
rule in supercell data: forces 2.9e-08, density 1.3e-08 (relative)
vector-potential amplitude 0.30 atomic units
test frequency 5.0 eV, broadening 0.5 eV
relative errors: static | C(-z*)* | C(z)^T | k'=-Sk | k'=Sk-q
  no field  4.8e-14 5.5e-14 4.8e-14 1.1e-14 7.3e-15
  g only    4.5e-14 4.2e-14 7.5e-01 3.5e-01 3.5e-15
  gT only   2.3e-14 7.3e-01 1.8e-14 4.2e-15 4.0e-01
  neither   4.3e-01 5.9e-01 5.3e-01 2.3e-01 2.5e-01
\end{verbatim}
